# Löwdin's quartet annihilator removes the quartet and amplifies the sextet: verification in Python

```python
"""Result under test: the quartet annihilator A = (S^2 - 15/4)/(3/4 - 15/4)
acting on a contaminated doublet leaves the doublet part unchanged, removes the
quartet and multiplies the sextet/doublet amplitude ratio by -5/3.
Symbols: S^2 total spin squared (units hbar^2); k labels spin s = 1/2 + k, so
k = 0, 1, 2, 3 is doublet, quartet, sextet, octet; w[k] is the weight of spin k;
t is the overlap of a corresponding orbital pair, p = (1 - t^2)/2 its triplet weight.
All states have M = 1/2. The molecule is H2O with one electron removed.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, identity
from pyscf import ao2mo, fci, gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def strings(norb, n):
    return sorted(combinations(range(norb), n), key=lambda s: sum(1 << i for i in s))


def spin_squared(norb, na, nb):
    """S^2 = S_- S_+ + M(M+1), with S_+ built determinant by determinant."""
    alpha, beta = strings(norb, na), strings(norb, nb)
    up = {s: i for i, s in enumerate(strings(norb, na + 1))}
    down = {s: i for i, s in enumerate(strings(norb, nb - 1))}
    rows, cols, vals = [], [], []
    for ia, a in enumerate(alpha):
        for ib, b in enumerate(beta):
            for pos, orb in enumerate(b):
                if orb in a:
                    continue
                new_a = tuple(sorted(a + (orb,)))
                new_b = b[:pos] + b[pos + 1:]
                rows.append(up[new_a] * len(down) + down[new_b])
                cols.append(ia * len(beta) + ib)
                vals.append((-1.0) ** (pos + new_a.index(orb)))
    size = len(alpha) * len(beta)
    raising = csr_matrix((vals, (rows, cols)), shape=(len(up) * len(down), size))
    m = (na - nb) / 2
    return (raising.T @ raising + m * (m + 1) * identity(size)).tocsr()


def determinant(a, b):
    """Expand a determinant with occupied columns a (up), b (down)."""
    ca = np.linalg.det(a[np.array(strings(a.shape[0], a.shape[1]))])
    cb = np.linalg.det(b[np.array(strings(b.shape[0], b.shape[1]))])
    return np.outer(ca, cb).ravel()


def level(k):
    s = 0.5 + k
    return s * (s + 1)


def annihilate(s2, v, k):
    """Remove spin k, leaving the doublet unchanged."""
    return (s2 @ v - level(k) * v) / (level(0) - level(k))


def spin_parts(s2, v, kmax):
    parts = []
    for k in range(kmax + 1):
        part = v.copy()
        for j in range(kmax + 1):
            if j != k:
                part = (s2 @ part - level(j) * part) / (level(k) - level(j))
        parts.append(part)
    return parts


def mean_s2(s2, v):
    return v @ (s2 @ v) / (v @ v)


# --- five electrons: spin parts from diagonalization of S^2 ---
rng = np.random.default_rng(7)
s2_five = spin_squared(5, 3, 2)
values, vectors = np.linalg.eigh(s2_five.toarray())
a5 = np.linalg.qr(rng.normal(size=(5, 3)))[0]
b5 = np.linalg.qr(rng.normal(size=(5, 2)))[0]
psi = determinant(a5, b5)
assert abs(psi @ psi - 1) < 1e-10
parts = []
for k in range(3):
    basis_k = vectors[:, abs(values - level(k)) < 1e-8]
    parts.append(basis_k @ (basis_k.T @ psi))
assert np.allclose(sum(parts), psi, atol=1e-10)
w = np.array([x @ x for x in parts])
assert w.min() > 1e-6
after = annihilate(s2_five, psi, 1)
units = [x / np.linalg.norm(x) for x in parts]
amp0 = np.array([u @ psi for u in units])
amp1 = np.array([u @ after for u in units])
ratio_factor = (amp1[2] / amp1[0]) / (amp0[2] / amp0[0])
assert abs(ratio_factor + 5 / 3) < 1e-8
assert abs(amp1[1]) < 1e-10 and abs(amp1[0] - amp0[0]) < 1e-10
w6_new = 25 * w[2] / (9 * w[0] + 25 * w[2])
assert abs(mean_s2(s2_five, after) - (0.75 + 8 * w6_new)) < 1e-8
cured = annihilate(s2_five, after, 2)
assert np.allclose(cured, parts[0], atol=1e-9)

# --- pair formula for the weights, on the same random determinant ---
p1, p2 = (1 - np.linalg.svd(a5.T @ b5, compute_uv=False) ** 2) / 2
w_pair = [1 - 2 / 3 * (p1 + p2) + 2 / 3 * p1 * p2,
          2 / 3 * (p1 + p2) - 16 / 15 * p1 * p2, 2 / 5 * p1 * p2]
assert np.allclose(w, w_pair, atol=1e-9)

# --- three electrons: the annihilator gives a pure doublet ---
s2_three = spin_squared(3, 2, 1)
psi3 = determinant(np.linalg.qr(rng.normal(size=(3, 2)))[0],
                   np.linalg.qr(rng.normal(size=(3, 1)))[0])
out3 = annihilate(s2_three, psi3, 1)
assert mean_s2(s2_three, psi3) > 0.76
assert np.allclose(s2_three @ out3, 0.75 * out3, atol=1e-10)

# --- seven electrons: an octet part is amplified as well ---
s2_seven = spin_squared(7, 4, 3)
psi7 = determinant(np.linalg.qr(rng.normal(size=(7, 4)))[0],
                   np.linalg.qr(rng.normal(size=(7, 3)))[0])
octet = spin_parts(s2_seven, psi7, 3)[3]
octet_factor = octet @ annihilate(s2_seven, psi7, 1) / (octet @ octet)
assert abs(octet_factor + 4) < 1e-6


# --- two equal pairs and one unpaired electron ---
def equal_pairs(t):
    a, b = np.zeros((5, 3)), np.zeros((5, 2))
    a[0, 0] = a[2, 1] = a[4, 2] = 1
    b[0, 0] = b[2, 1] = t
    b[1, 0] = b[3, 1] = np.sqrt(1 - t * t)
    return determinant(a, b)


def s2_change(t):
    v = equal_pairs(t)
    return mean_s2(s2_five, annihilate(s2_five, v, 1)) - mean_s2(s2_five, v)


t_cross = brentq(s2_change, 0.1, 0.95, xtol=1e-12)
assert abs(t_cross ** 2 - (np.sqrt(7) / 2 - 1)) < 1e-8
assert s2_change(0.3) > 0 > s2_change(0.8)
limit = equal_pairs(0.0)
limit_after = annihilate(s2_five, limit, 1)
w_limit = np.array([x @ x for x in spin_parts(s2_five, limit, 2)])
w_limit_after = np.array([x @ x for x in spin_parts(s2_five, limit_after, 2)])
w_limit_after /= w_limit_after.sum()
assert np.allclose(w_limit, [1 / 2, 2 / 5, 1 / 10], atol=1e-10)

print(f"sextet/doublet amplitude ratio factor: {ratio_factor:.6f}")
print(f"sextet/doublet weight ratio factor: {ratio_factor**2:.6f}")
print(f"octet amplitude factor: {octet_factor:.6f}")
print(f"equal pairs, crossover overlap t: {t_cross:.5f}, t^2: {t_cross**2:.5f}")
print("t = 0 weights before (doublet, quartet, sextet):", np.round(w_limit, 5))
print("t = 0 weights after  (doublet, quartet, sextet):",
      np.round(abs(w_limit_after), 5))
print(f"t = 0 <S^2> before, after (hbar^2): {mean_s2(s2_five, limit):.4f}, "
      f"{mean_s2(s2_five, limit_after):.4f}")

# --- ionized water, unrestricted Hartree-Fock ---
ANGLE = 105.0
s2_nine = spin_squared(9, 5, 4)


def start_density(basis):
    """High-spin oxygen ion (up) and two hydrogen atoms (down)."""
    ion = gto.M(atom="O", charge=1, spin=3, basis=basis, verbose=0)
    ion_scf = scf.UHF(ion)
    ion_scf.kernel()
    d_o = np.asarray(ion_scf.make_rdm1())
    hyd = gto.M(atom="H", spin=1, basis=basis, verbose=0)
    core = hyd.intor("int1e_kin") + hyd.intor("int1e_nuc")
    c = eigh(core, hyd.intor("int1e_ovlp"))[1][:, 0]
    d_h = np.outer(c, c)
    return np.array([block_diag(d_o[0], 0 * d_h, 0 * d_h),
                     block_diag(d_o[1], d_h, d_h)])


def solve(r, basis, dm):
    """UHF solution followed downhill until it is a local minimum."""
    half = np.radians(ANGLE / 2)
    x, z = r * np.sin(half), r * np.cos(half)
    mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x, 0, z)], ["H", (-x, 0, z)]],
                charge=1, spin=1, basis=basis, verbose=0)
    first = scf.UHF(mol)
    first.kernel(dm0=dm)
    mo, occ, e_old, stable = first.mo_coeff, first.mo_occ, np.inf, False
    for _ in range(8):
        mf = scf.UHF(mol).newton()
        mf.conv_tol = 1e-10
        mf.kernel(np.array(mo), occ)
        if e_old - mf.e_tot < 1e-7:
            stable = True
            break
        e_old, occ = mf.e_tot, mf.mo_occ
        mo = mf.stability()[0]
    assert mf.converged and stable
    return mol, mf


def expand(mol, mf):
    """Write the UHF determinant in the nine orbitals that its orbitals span."""
    val, vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    root = (vec * np.sqrt(val)) @ vec.T
    inverse_root = (vec / np.sqrt(val)) @ vec.T
    a = root @ mf.mo_coeff[0][:, mf.mo_occ[0] > 0]
    b = root @ mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    q = np.linalg.qr(np.hstack([a, b]))[0]
    overlaps = np.linalg.svd(a.T @ b, compute_uv=False)
    return determinant(q.T @ a, q.T @ b), overlaps, inverse_root @ q


def analyse(v):
    out = annihilate(s2_nine, v, 1)
    before = np.array([x @ x for x in spin_parts(s2_nine, v, 4)])
    later = np.array([x @ x for x in spin_parts(s2_nine, out, 4)])
    later /= later.sum()
    return out, before, later


BASIS, R_EXAMPLE = "cc-pvdz", 2.1
distances = [1.0, 1.5, 1.8, 2.1, 2.5, 4.0]
factors = np.array([1 - k * (k + 2) / 3 for k in range(5)])
dm_start = start_density(BASIS)
changes = []
print(f"ionized H2O, UHF/{BASIS}, H-O-H angle (degrees): {ANGLE:.1f}")
print("R(angstrom) <S2>before <S2>after  w2      w4      w6      w6after")
for r in distances:
    mol, mf = solve(r, BASIS, dm_start)
    v, overlaps, orbitals = expand(mol, mf)
    out, w_b, w_a = analyse(v)
    s_b, s_a = mean_s2(s2_nine, v), mean_s2(s2_nine, out)
    assert abs(s_b - mf.spin_square()[0]) < 1e-6
    assert abs(s_b - 0.75 - np.sum(1 - overlaps ** 2)) < 1e-6
    predicted = factors ** 2 * w_b
    assert np.allclose(w_a, predicted / predicted.sum(), atol=1e-9)
    assert w_a[2] > w_b[2]
    changes.append(s_a - s_b)
    print(f"{r:6.2f}      {s_b:8.4f}  {s_a:8.4f}  {w_b[0]:.5f} {w_b[1]:.5f} "
          f"{w_b[2]:.5f} {w_a[2]:.5f}")
    if r == distances[0]:
        assert s_b < 0.80
    if r == R_EXAMPLE:
        saved = (mol, mf, v, overlaps, orbitals, out, w_b, w_a)
assert np.allclose(w_b[:3], w_limit, atol=0.02)
assert changes[0] < 0 < changes[-1]
worse = next(i for i, c in enumerate(changes) if c > 0)
print(f"annihilation starts to raise <S^2> between R = {distances[worse-1]:.2f} "
      f"and {distances[worse]:.2f} angstrom")

# --- energies at the example distance ---
mol, mf, v, overlaps, orbitals, out, w_b, w_a = saved
h1 = orbitals.T @ mf.get_hcore() @ orbitals
eri = ao2mo.kernel(mol, orbitals)
h2 = fci.direct_spin1.absorb_h1e(h1, eri, 9, (5, 4), 0.5)


def energy(state):
    c = np.ascontiguousarray(state.reshape(126, 126)) / np.linalg.norm(state)
    hc = fci.direct_spin1.contract_2e(h2, c, 9, (5, 4))
    return float(np.sum(c * hc)) + mol.energy_nuc()


pieces = spin_parts(s2_nine, v, 4)
e_uhf, e_after, e_doublet = energy(v), energy(out), energy(pieces[0])
e_quartet, e_sextet = energy(pieces[1]), energy(pieces[2])
assert abs(e_uhf - mf.e_tot) < 1e-6
e_parts = np.array([energy(x) if x @ x > 1e-12 else 0.0 for x in pieces])
assert abs(e_after - w_a @ e_parts) < 1e-6

solver = fci.direct_spin1.FCI()
solver.verbose = 0
solver.max_cycle = 200
solver = fci.addons.fix_spin_(solver, shift=0.5, ss=0.75)
guess = (pieces[0] / np.linalg.norm(pieces[0])).reshape(126, 126)
ci = np.asarray(solver.kernel(h1, eri, 9, (5, 4), ci0=guess,
                              ecore=mol.energy_nuc())[1]).ravel()
e_ci = energy(ci)
assert e_ci < e_doublet + 1e-6
assert abs(mean_s2(s2_nine, ci) - 0.75) < 1e-2

p_sorted = np.sort((1 - overlaps ** 2) / 2)[::-1]
w6_pair = 0.4 * p_sorted[0] * p_sorted[1]
assert abs(w6_pair / w_b[2] - 1) < 0.15

small = "6-31g"
mol_s, mf_s = solve(R_EXAMPLE, small, start_density(small))
v_s = expand(mol_s, mf_s)[0]
out_s, w_s, w_sa = analyse(v_s)

print(f"example distance R (angstrom): {R_EXAMPLE:.2f}")
print("corresponding-orbital overlaps t:", np.round(np.sort(overlaps), 5))
print(f"sextet weight, two-pair formula and full: {w6_pair:.5f}, {w_b[2]:.5f}")
print(f"sextet/doublet amplitude ratio size before: {np.sqrt(w_b[2]/w_b[0]):.5f}")
print(f"sextet/doublet amplitude ratio size after: {np.sqrt(w_a[2]/w_a[0]):.5f}")
print(f"octet weight before, after: {w_b[3]:.3e}, {w_a[3]:.3e}")
print(f"UHF energy (hartree): {e_uhf:.6f}")
print(f"annihilated state minus UHF (eV): {(e_after-e_uhf)*HARTREE_EV:.4f}")
print(f"pure doublet minus UHF (eV): {(e_doublet-e_uhf)*HARTREE_EV:.4f}")
print(f"quartet part minus doublet part (eV): {(e_quartet-e_doublet)*HARTREE_EV:.4f}")
print(f"sextet part minus doublet part (eV): {(e_sextet-e_doublet)*HARTREE_EV:.4f}")
print(f"neglected: nine-orbital doublet CI minus pure doublet (eV): "
      f"{(e_ci-e_doublet)*HARTREE_EV:.4f}")
print(f"<S^2> of that CI state (hbar^2): {mean_s2(s2_nine, ci):.5f}")
print(f"basis change to {small}: sextet weight before, after: "
      f"{w_s[2]:.5f}, {w_sa[2]:.5f}")
print(f"basis change to {small}: <S^2> before, after (hbar^2): "
      f"{mean_s2(s2_nine, v_s):.4f}, {mean_s2(s2_nine, out_s):.4f}")
print("done: every assertion held")
```

It prints:

```
sextet/doublet amplitude ratio factor: -1.666667
sextet/doublet weight ratio factor: 2.777778
octet amplitude factor: -4.000000
equal pairs, crossover overlap t: 0.56822, t^2: 0.32288
t = 0 weights before (doublet, quartet, sextet): [0.5 0.4 0.1]
t = 0 weights after  (doublet, quartet, sextet): [0.64286 0.      0.35714]
t = 0 <S^2> before, after (hbar^2): 2.7500, 3.6071
ionized H2O, UHF/cc-pvdz, H-O-H angle (degrees): 105.0
R(angstrom) <S2>before <S2>after  w2      w4      w6      w6after
  1.00        0.7570    0.7500  0.99769 0.00231 0.00000 0.00000
  1.50        1.1831    0.8705  0.86350 0.13177 0.00472 0.01496
  1.80        1.9789    1.8608  0.65299 0.30948 0.03750 0.13747
  2.10        2.3571    2.6741  0.57175 0.36388 0.06430 0.23766
  2.50        2.6003    3.2648  0.52609 0.38834 0.08547 0.31028
  4.00        2.7532    3.6424  0.49976 0.39992 0.10019 0.35678
annihilation starts to raise <S^2> between R = 1.80 and 2.10 angstrom
example distance R (angstrom): 2.10
corresponding-orbital overlaps t: [0.38365 0.49963 0.99804 1.     ]
sextet weight, two-pair formula and full: 0.06399, 0.06430
sextet/doublet amplitude ratio size before: 0.33535
sextet/doublet amplitude ratio size after: 0.55891
octet weight before, after: 7.148e-05, 1.522e-03
UHF energy (hartree): -75.383133
annihilated state minus UHF (eV): 0.1901
pure doublet minus UHF (eV): -0.4829
quartet part minus doublet part (eV): 0.8741
sextet part minus doublet part (eV): 2.5069
neglected: nine-orbital doublet CI minus pure doublet (eV): -0.6299
<S^2> of that CI state (hbar^2): 0.75000
basis change to 6-31g: sextet weight before, after: 0.06412, 0.23697
basis change to 6-31g: <S^2> before, after (hbar^2): 2.3550, 2.6715
done: every assertion held
```
